# Heat exchange between parallel walls through a collisionless monatomic gas

A small heated plate faces a cooler one across a narrow gap that holds gas at low pressure. The power needed to keep the plate warm depends on the pressure, and a thermal-conductivity vacuum gauge uses this dependence. When an atom usually crosses the gap without meeting another atom, the gas has no local temperature gradient of the kind that Fourier's law requires. Each atom takes energy directly from one wall to the other, and the heat flux follows from counting the atoms and finding the energy that each one carries.

Let the walls be plane, parallel, motionless and so wide that their edges do not matter. Wall 1 has temperature $T_1$, wall 2 has the lower temperature $T_2$, and $z$ points from wall 1 to wall 2. The gas is dilute, classical and monatomic, the state is steady, and no net gas flows. At first every atom that strikes a wall is taken to leave it with the Maxwellian distribution of that wall, which is the meaning of full accommodation. The algebra is in atomic units, $\hbar=m_e=e=1$, with $k_B$ kept. The formulas for the classical gas contain no $\hbar$ and read the same in SI units.

The atoms that have left wall $i$ have the velocity distribution

$$
f_i(\mathbf v)=n_i\left(\frac{m}{2\pi k_BT_i}\right)^{3/2}e^{-mv^2/(2k_BT_i)},
$$

with $v_z>0$ for $i=1$ and $v_z<0$ for $i=2$. Without collisions it is the same at every height in the gap. Since each distribution fills half of velocity space, $n_i$ is the density that the full Maxwellian would have, and the actual density is $(n_1+n_2)/2$.

The number of atoms that leave wall $i$ per unit area and time is the integral of $|v_z|f_i$. The two tangential integrals give unity, so

$$
J_i=n_i\sqrt{\frac{m}{2\pi k_BT_i}}\int_0^\infty v_z\,e^{-mv_z^2/(2k_BT_i)}\,dv_z
=n_i\sqrt{\frac{m}{2\pi k_BT_i}}\,\frac{k_BT_i}{m}
=n_i\sqrt{\frac{k_BT_i}{2\pi m}} .
$$

The energy per crossing atom must be averaged with the same weight $|v_z|$, because fast atoms cross more often. With $x=mv_z^2/(2k_BT_i)$ one has $v_z\,dv_z=(k_BT_i/m)\,dx$, and the mean energy of normal motion is

$$
\frac{\int_0^\infty v_z\,(mv_z^2/2)\,e^{-mv_z^2/(2k_BT_i)}dv_z}{\int_0^\infty v_z\,e^{-mv_z^2/(2k_BT_i)}dv_z}
=k_BT_i\,\frac{\int_0^\infty x\,e^{-x}dx}{\int_0^\infty e^{-x}dx}=k_BT_i .
$$

The weight does not involve the tangential velocities, so each of these two components keeps its usual mean energy $k_BT_i/2$. The total is $2k_BT_i$. The excess over the $3k_BT_i/2$ of an atom in a gas at rest comes entirely from the normal motion.

The absence of net flow requires $J_1=J_2=J$. The net energy flux is then a heat flux, and per unit wall area it equals

$$
q=J\,(2k_BT_1)-J\,(2k_BT_2)=2k_BJ\,(T_1-T_2). \tag{1}
$$

No expansion in the temperature difference has been made.

To express $J$ through the pressure, one must say which pressure is meant. Let $p$ be the normal pressure in the gap, the flux of $z$-momentum along $z$. Atoms moving either way contribute $mv_z^2$ with the same sign, and half a Maxwellian gives half the pressure of a full one:

$$
p=\tfrac12\left(n_1k_BT_1+n_2k_BT_2\right).
$$

From the formula for $J_i$, $n_i=J\sqrt{2\pi m/(k_BT_i)}$, so that $n_ik_BT_i=J\sqrt{2\pi mk_BT_i}$ and

$$
p=J\sqrt{2\pi mk_B}\;\frac{\sqrt{T_1}+\sqrt{T_2}}{2}. \tag{2}
$$

Solving for $J$, inserting it into (1), and using $T_1-T_2=(\sqrt{T_1}+\sqrt{T_2})(\sqrt{T_1}-\sqrt{T_2})$ gives

$$
q=4p\sqrt{\frac{k_B}{2\pi m}}\left(\sqrt{T_1}-\sqrt{T_2}\right). \tag{3}
$$

For a small difference, write $T_{1,2}=T(1\pm\varepsilon/2)$ with $\varepsilon=\Delta T/T$ and $\Delta T=T_1-T_2$. Since $\sqrt{1\pm\varepsilon/2}=1\pm\varepsilon/4-\varepsilon^2/32\pm\dots$, the odd terms cancel in the sum, and

$$
\frac{\sqrt{T_1}+\sqrt{T_2}}{2}=\sqrt T\left(1-\frac{\varepsilon^2}{32}+O(\varepsilon^4)\right).
$$

Equations (1) and (2) then yield

$$
q=h\,\Delta T\left(1+\frac{\varepsilon^2}{32}+O(\varepsilon^4)\right),\qquad
h=\frac{2k_Bp}{\sqrt{2\pi mk_BT}} . \tag{4}
$$

This $h$ is the heat exchanged per unit area, per unit time and per unit small temperature difference.

Equation (3) was compared with direct integration over velocity space, in which the two densities were found from zero flow and a given pressure. In units with $m=k_B=1$ and for wall temperatures 2 and 1, both routes give $q/p=0.660989$. For $\varepsilon=0.2$ the integration gives 0.03139 for the relative excess of $q$ over $h\,\Delta T$, divided by $\varepsilon^2$; the leading coefficient is $1/32=0.03125$.

The gap width is absent from $h$. At fixed pressure and temperatures, a gap twice as wide holds twice as many atoms per unit area, but each takes twice as long to cross. At fixed $p$ and $T$, and for equal accommodation at the walls, light atoms conduct better, as $m^{-1/2}$, because they strike the walls more often, while the energy carried per crossing does not depend on mass. A gas that is still dilute but in which atoms collide many times while crossing the gap behaves differently. There energy moves in steps of about one mean free path $\lambda$, and the conductance is of order $nk_B\bar v\lambda/d$, with $n$ the density, $\bar v$ the mean speed and $d$ the gap. Since $\lambda$ varies as $1/n$, this does not depend on pressure at fixed temperature. A gauge of this kind therefore loses its sensitivity once $\lambda$ has become much shorter than the gap.

The pressure may be read elsewhere, in a chamber at temperature $T_g$. Suppose that the chamber is joined to the gap by a hole in one wall, small enough to disturb neither gas. The atoms that leave the gap through the hole are those that would have struck the wall there, so their flux is $J$. The chamber holds a full Maxwellian of density $p_g/(k_BT_g)$ and sends in the flux $p_g/\sqrt{2\pi mk_BT_g}$. In the steady state the two are equal, and (1) becomes

$$
q=\frac{2k_Bp_g}{\sqrt{2\pi mk_BT_g}}\,(T_1-T_2), \tag{5}
$$

which holds in this model for any temperature difference. When $T_g$ is far from $T$, the chamber pressure may not be put in place of the gap pressure in (4). For small $\Delta T$, equality of the two fluxes gives $p/p_g=\sqrt{T/T_g}$ to first order in $\Delta T$.

Real surfaces return some atoms before these have taken up the wall temperature. A simple model lets each wall thermalize a fraction $\alpha$ of the arriving atoms, whatever their energy, and reflect the others like a mirror. Let $e_+$ be the mean energy of an atom crossing from wall 1 to wall 2, and $e_-$ that of an atom crossing back. The atoms leaving each wall are a mixture:

$$
e_+=\alpha\,2k_BT_1+(1-\alpha)e_-,\qquad
e_-=\alpha\,2k_BT_2+(1-\alpha)e_+ .
$$

Subtraction gives $e_+-e_-=2\alpha k_B\Delta T-(1-\alpha)(e_+-e_-)$. Collecting the terms in $e_+-e_-$ and multiplying by $J$,

$$
q=J(e_+-e_-)=\frac{\alpha}{2-\alpha}\,2k_BJ\,\Delta T. \tag{6}
$$

For $\alpha=1$ this returns (1), and for $\alpha\to0$ the heat flux vanishes. Exchanging the two wall temperatures reverses $\Delta T$ but leaves the relation between $p$ and $J$ unchanged, so that relation has no term linear in $\Delta T$. To first order, $h$ is therefore also multiplied by $\alpha/(2-\alpha)$ at fixed $p$. A simulation of atoms bouncing between walls at temperatures 2 and 1, again with $m=k_B=1$, gave the factor 0.6668 for $\alpha=0.8$, where (6) gives 0.6667.

Rare collisions also reduce the flux. Their first effect can be found in a model in which atoms relax towards the local Maxwellian at a rate $\nu$ that does not depend on velocity. Measure velocity in units of $v_0=\sqrt{2k_BT/m}$, so that $\mathbf c=\mathbf v/v_0$, and let $s=z/d$. Write the distribution as a Maxwellian at temperature $T$ times $1+(\Delta T/2T)\varphi$. At fixed $J$ the density $n_i$ varies as $T_i^{-1/2}$, so $f_i$ varies as $T_i^{-2}e^{-mv^2/(2k_BT_i)}$. The derivative of $\ln f_i$ with respect to $\ln T_i$, taken at $T_i=T$, is therefore $c^2-2$, and the walls have $\ln T_i$ shifted by $\pm\Delta T/2T$ to first order. The collisionless solution is thus $\varphi=c^2-2$ for $c_z>0$ and $\varphi=-(c^2-2)$ for $c_z<0$. With collisions,

$$
c_z\frac{\partial\varphi}{\partial s}=\delta\left[\rho+\tau\left(c^2-\tfrac32\right)-\varphi\right],\qquad \delta=\frac{\nu d}{v_0},
$$

where $\rho$ and $\tau$ are the relative changes of local density and temperature in units of $\Delta T/2T$. No drift term appears because there is no net flow.

The collisionless $\varphi$ is odd in $c_z$, so it gives $\rho=\tau=0$: the hot and cold streams cancel in the local density and temperature. To first order in $\delta$, atoms that have collided therefore carry no heat, and only the loss term acts. At the middle of the gap the atoms with $c_z>0$ have travelled $s=1/2$, and

$$
\varphi=\left(c^2-2+a\right)\left(1-\frac{\delta}{2c_z}\right),
$$

where the constant $a$, of order $\delta$, is the change in the density of atoms leaving the wall that keeps the net flow at zero. The energy flux is the average of $c_zc^2\varphi$. Because the average of $c_z\varphi$ is zero, $c^2$ may be replaced by $c^2-2$. The term in $a$ then drops out, since the flux-weighted mean of $c^2$ is 2. By symmetry the atoms moving backwards contribute equally, so

$$
\frac{q}{q_{\rm free}}=1-\frac{\delta}{2}\,
\frac{\langle (c^2-2)^2\rangle_+}{\langle c_z(c^2-2)^2\rangle_+},
$$

where $\langle\;\rangle_+$ is the Maxwellian average restricted to $c_z>0$. With $\langle c^2\rangle=3/2$ and $\langle c^4\rangle=15/4$ for the full Maxwellian, the numerator is $\frac12(\frac{15}{4}-6+4)=\frac78$. In the denominator $\langle c_z\rangle_+=1/(2\sqrt\pi)$. Under flux weighting $c_z^2$ and $c_x^2+c_y^2$ are independent and each has the distribution $e^{-x}$, with variance 1, so $c^2$ has variance 2. The denominator is $2/(2\sqrt\pi)=1/\sqrt\pi$, and

$$
\frac{q}{q_{\rm free}}=1-\frac{7\sqrt\pi}{16}\,\delta+\dots \tag{7}
$$

The coefficient is 0.7754. A numerical solution of the relaxation equation at $\delta=10^{-3}$ gives 0.7719 for the relative loss divided by $\delta$. This agrees to 0.5%. The difference comes from the next term of (7), which is close to $+\frac12\delta^2\ln(1/\delta)$ and not simply of order $\delta^2$, because the expansion in $\delta/c_z$ fails for atoms that move almost parallel to the walls.

For an example, take a micromachined thermal-conductivity gauge with rough typical values: atoms of mass 40 u, walls at 305 K and 295 K, a pressure of 0.50 Torr in the gap, and a gap of 10000 nm. The flux of atoms onto each wall is

$$
J=\frac{p}{\sqrt{2\pi mk_BT}}=1.603\times10^{6}\ \mathrm{nm^{-2}\,s^{-1}},
$$

and the difference between the energies carried by the two streams is $2k_B\Delta T=1.723\times10^{-3}$ eV per atom. Their product is

$$
q=(1.603\times10^{6})(1.723\times10^{-3})\approx2.76\times10^{3}\ \mathrm{eV\,s^{-1}\,nm^{-2}},
$$

or about 443 W/m². Division by 10 K gives $h\approx276$ eV s⁻¹ nm⁻² K⁻¹, or 44.3 W/(m² K). The finite temperature difference raises $q$ above $h\,\Delta T$ by a fraction of only $3.5\times10^{-5}$. If the 0.50 Torr had been read in a chamber at 295 K, (5) would give a heat flux 0.84% higher.

To size the collisions, take hard spheres of diameter $D=0.36$ nm, again a rough value. An atom sweeps out the cross-section $\pi D^2$ at the mean relative speed $\sqrt2\,\bar v$, with $\bar v=\sqrt{8k_BT/(\pi m)}$, through a density $p/(k_BT)$. Its mean free path is therefore

$$
\lambda=\frac{k_BT}{\sqrt2\,\pi D^2p}\approx1.08\times10^{5}\ \mathrm{nm},
$$

which is 10.8 gap widths. If each collision is assumed to cause one full relaxation, then $\nu=\bar v/\lambda$ and $\delta=(2/\sqrt\pi)(d/\lambda)=0.105$. The numerical solution at this $\delta$ gives $q/q_{\rm free}=0.933$, while (7) gives 0.919. Under this assumption collisions remove about 7% of the flux. That overstates their effect, because a single collision between hard spheres does not erase all memory of the earlier velocities. In the usual first approximation, the relaxation rate that reproduces the thermal conductivity of a dilute hard-sphere gas with $\lambda\ll d$ is $\nu=\frac{8}{15}\bar v/\lambda$. It gives $\delta=0.056$, and (7) then gives a loss of about 4%. That rate belongs to the smooth distribution of a collision-dominated gas. The two-stream distribution of a nearly collisionless gap relaxes somewhat faster, at about $0.63\,\bar v/\lambda$ for hard spheres, for which (7) gives 5%. A loss of 4 to 5% is therefore the better estimate for hard spheres.

The pressure and gap chosen here are plausible for such a gauge, though gaps several times narrower are also made; at fixed pressure these have a proportionally smaller $\delta$. Of the corrections to conduction across the gap, incomplete accommodation is the largest: a rough $\alpha=0.9$ at both walls multiplies the flux by 0.818, a loss of 18%. Thermal radiation acts in parallel with the gas. Between distant black walls its conductance is $4\sigma T^3$, with $\sigma=\pi^2k_B^4/(60c^2)$ in atomic units, where $c$ is here the speed of light. This comes to 38 eV s⁻¹ nm⁻² K⁻¹, or 14% of the gas conduction. It sets a scale and is not a prediction for the device: reflecting walls emit less, and the gap is comparable to the thermal length $\hbar c/(k_BT)\approx7600$ nm, so near-field transfer, not computed here, may matter. Since $h$ is proportional to $p$ at fixed temperature, the gas would conduct only as much as this black-wall radiation at about 0.07 Torr. Heat also leaks through the supports of the plate, by an amount that depends on their construction and must be added separately. If the other face of the plate is exposed to the gas, it loses heat as well. Because $h$ does not depend on the gap, this loss is not small: with $\nu=\frac{8}{15}\bar v/\lambda$ the relaxation model gives about 0.75 of the collisionless flux to a cold surface 0.1 mm away and about 0.27 to one 1 mm away.

The classical treatment is safe for these numbers. The density times the cube of the thermal wavelength $\sqrt{2\pi/(mk_BT)}$ is $6.5\times10^{-11}$, so quantum statistics has no visible effect. The numerical output below lists the main values used here.

## Computed results

```
TESTS (reduced units m = kB = 1)
energy per crossing atom / (kB T): 2.000000
normal-motion part / (kB T): 1.000000
hot and cold test temperatures: 2.0, 1.0
q/p from quadrature: 0.660989
q/p from formula: 0.660989
q/p from bouncing atoms: 0.6609
coefficient of (dT/T)^2, numerical: 0.03139
coefficient of (dT/T)^2, formula: 0.03125
accommodation used in simulation: 0.80
heat factor, simulation: 0.6668
heat factor, formula: 0.6667
collision coefficient, numerical: 0.7719
collision coefficient, formula: 0.7754
EXAMPLE INPUTS (rough typical values)
atomic mass: 40 u
mean temperature: 300 K
hot wall, cold wall: 305 K, 295 K
temperature difference: 10 K
pressure: 0.50 Torr
gap: 10000 nm
collision diameter: 0.36 nm
EXAMPLE RESULTS
impacts on a wall: 1.6033e+06 per nm^2 per s
net energy per atom, 2 kB dT: 1.7235e-03 eV
h: 276.33 eV/(s nm^2 K)
h converted: 44.27 W/(m^2 K)
q: 2763.3 eV/(s nm^2)
q converted: 442.7 W/m^2
NEGLECTED EFFECTS
heat factor at accommodation 0.90: 0.8182
mean free path: 107910 nm
mean free path / gap: 10.79
collision parameter delta: 0.1046
heat factor from collisions, numerical: 0.9326
heat factor from collisions, first order: 0.9189
black-wall radiation: 38.22 eV/(s nm^2 K)
radiation / gas conduction: 0.1383
thermal length hbar c/(kB T): 7633 nm
finite-difference excess of q: 3.47e-05
q change if p is read at cold-wall T: 0.0084
degeneracy, density * wavelength^3: 6.51e-11
```
